# Zero-Point H/D Rate Ratio for a Lost O-H Stretch: test program

```python
"""Zero-point H/D rate ratio for complete loss of an O-H stretch.

Result under test:
    S = k_H/k_D = exp[(h c nu_H / 2 k_B T) (1 - 1/sqrt(r))]
nu_H : O-H stretch wavenumber; r : ratio of effective masses, D over H;
T : temperature. Fixed oxygen: r = m_D/m_H. Free oxygen: r = mu_D/mu_H.
The stretch has no restoring force at the transition state.
Independent side: levels from diagonalization and Boltzmann sums.
Also sized: recoil, anharmonicity, a transition-state mode, tunnelling,
and masking by a transport step. SI units inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

h, hbar, c, kB = const.h, const.hbar, const.c, const.k
wavenumber = 100 * h * c              # energy of 1 cm^-1 in J
meV = 1e-3 * const.e
m_H = const.m_p + const.m_e
m_D = const.physical_constants["deuteron mass"][0] + const.m_e
m_O = 15.995 * const.atomic_mass      # oxygen-16
nu_H = 3400.0
temperatures = (298.0, 383.0)


def angular(nu):
    return 2 * np.pi * c * 100 * nu


def zero_point_ratio(nu, r, T):
    return np.exp(wavenumber * nu / (2 * kB * T) * (1 - 1 / np.sqrt(r)))


def levels(x, potential, mass):
    """Vibrational levels on a uniform grid, sinc basis."""
    dx = x[1] - x[0]
    n = np.arange(len(x))
    d = n[:, None] - n[None, :]
    safe = np.where(d == 0, 1, d)
    kinetic = np.where(d == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic = kinetic * (1 - 2 * (np.abs(d) % 2))
    kinetic = kinetic * hbar**2 / (2 * mass * dx**2)
    return np.linalg.eigvalsh(kinetic + np.diag(potential))


def harmonic_levels(nu):
    """H and D levels in the same well, oxygen fixed."""
    omega = angular(nu)
    length = np.sqrt(hbar / (m_H * omega))
    x = np.linspace(-8, 8, 141) * length
    potential = 0.5 * m_H * omega**2 * x**2
    return levels(x, potential, m_H), levels(x, potential, m_D)


def partition(E, T):
    return np.sum(np.exp(-E / (kB * T)))


# Fixed oxygen: formula against levels and Boltzmann sums
r_fixed = m_D / m_H
nu_D = nu_H / np.sqrt(r_fixed)
E_H, E_D = harmonic_levels(nu_H)
assert abs((E_H[1] - E_H[0]) / wavenumber - nu_H) < 0.01
assert abs((E_D[1] - E_D[0]) / wavenumber - nu_D) < 0.01
delta = 0.5 * wavenumber * (nu_H - nu_D)
assert abs((E_H[0] - E_D[0]) / delta - 1) < 1e-5
S_fixed = [zero_point_ratio(nu_H, r_fixed, T) for T in temperatures]
S_full = [partition(E_D, T) / partition(E_H, T) for T in temperatures]
for T, simple, full in zip(temperatures, S_fixed, S_full):
    u_H, u_D = (wavenumber * nu / (kB * T) for nu in (nu_H, nu_D))
    assert abs(full / (np.sinh(u_H / 2) / np.sinh(u_D / 2)) - 1) < 1e-5
    # the simple formula leaves out thermally excited levels
    assert abs(full / simple - 1) < 3e-4
assert abs(S_full[0] - 11) < 0.1 and abs(S_full[1] - 6.5) < 0.05
T1, T2 = temperatures
S_scaled = S_full[0]**(T1 / T2)
assert abs(S_scaled / S_full[1] - 1) < 3e-4
slope = kB * np.log(S_full[0] / S_full[1]) / (1 / T1 - 1 / T2)
assert abs(slope / delta - 1) < 1e-3


# Oxygen recoil: wall-spring-O-spring-H chain
def chain_ratio(k_CO, T):
    """Zero-point ratio with all modes, on breaking the O-H spring."""
    w2 = angular(nu_H)**2
    # this O-H spring puts one mode of the H chain at nu_H
    k_OH = m_H * w2 * (k_CO - m_O * w2) / (k_CO - (m_O + m_H) * w2)

    def frequencies(k, mass):
        off = -k / np.sqrt(m_O * mass)
        matrix = np.array([[(k_CO + k) / m_O, off], [off, k / mass]])
        return np.sqrt(np.maximum(np.linalg.eigvalsh(matrix), 0))

    modes = frequencies(k_OH, m_H)
    assert np.min(np.abs(modes / angular(nu_H) - 1)) < 1e-6
    loss = [np.sum(frequencies(k_OH, m)) - np.sum(frequencies(0.0, m))
            for m in (m_H, m_D)]
    return np.exp(hbar * (loss[0] - loss[1]) / (2 * kB * T))


r_free = r_fixed * (m_O + m_H) / (m_O + m_D)
S_free = [zero_point_ratio(nu_H, r_free, T) for T in temperatures]
k_CO = 600.0                          # N/m, rough C-O single bond
S_bond = [chain_ratio(k_CO, T) for T in temperatures]
for i, T in enumerate(temperatures):
    assert abs(chain_ratio(0.0, T) / S_free[i] - 1) < 1e-5
    assert abs(chain_ratio(1e9, T) / S_fixed[i] - 1) < 1e-3
    assert S_free[i] < S_bond[i] < S_fixed[i]

# Anharmonicity: Morse well with the same H fundamental
anharmonicity = 85.0                  # cm^-1, rough O-H value
nu_e = nu_H + 2 * anharmonicity
depth = wavenumber * nu_e**2 / (4 * anharmonicity)
steepness = angular(nu_e) * np.sqrt(m_H / (2 * depth))
x = np.linspace(-0.6e-10, 1.6e-10, 241)
morse = depth * (1 - np.exp(-steepness * x))**2
M_H, M_D = levels(x, morse, m_H), levels(x, morse, m_D)
assert abs((M_H[1] - M_H[0]) / wavenumber - nu_H) < 0.5
S_morse = [partition(M_D, T) / partition(M_H, T) for T in temperatures]

# Isotope-sensitive mode present only at the transition state
nu_ts = 1000.0
R_H, R_D = harmonic_levels(nu_ts)
ts_factor = [partition(R_H, T) / partition(R_D, T) for T in temperatures]
for T, factor in zip(temperatures, ts_factor):
    u = wavenumber * nu_ts / (kB * T)
    formula = np.sinh(u / (2 * np.sqrt(r_fixed))) / np.sinh(u / 2)
    assert abs(factor / formula - 1) < 1e-5

# Tunnelling: symmetric Eckart barrier V0/cosh^2(x/width)
V0 = 0.5 * const.e
nu_barrier = 1000.0                   # magnitude for H, cm^-1
width = np.sqrt(2 * V0 / m_H) / angular(nu_barrier)


def transmission(E, mass):
    q = np.sqrt(2 * mass * E) * width / hbar
    s = 8 * mass * V0 * width**2 / hbar**2
    top = np.sinh(np.pi * q)**2
    return top / (top + np.cosh(0.5 * np.pi * np.sqrt(s - 1))**2)


def integrated_transmission(E, mass):
    """Schroedinger equation integrated from the outgoing wave."""
    q = np.sqrt(2 * mass * E) * width / hbar
    v = 2 * mass * V0 * width**2 / hbar**2
    X = 12.0
    start = np.exp(1j * q * X) * np.array([1, 1j * q])
    sol = solve_ivp(
        lambda y, f: [f[1], (v / np.cosh(y)**2 - q**2) * f[0]],
        (X, -X), start, method="DOP853", rtol=1e-9, atol=1e-10)
    psi, slope_psi = sol.y[:, -1]
    return 1 / abs(0.5 * (psi + slope_psi / (1j * q)))**2


for mass in (m_H, m_D):
    for fraction in (0.9, 1.05):
        direct = integrated_transmission(fraction * V0, mass)
        assert abs(direct / transmission(fraction * V0, mass) - 1) < 1e-4


def tunnelling_factor(mass, T):
    """Thermal quantum flux divided by classical flux."""
    kT = kB * T

    def integrand(e):
        return transmission(e * kT, mass) * np.exp(V0 / kT - e)

    top = V0 / kT
    low = quad(integrand, 0, top, limit=200)[0]
    return low + quad(integrand, top, top + 35, limit=200)[0]


kappa_H = [tunnelling_factor(m_H, T) for T in temperatures]
kappa_D = [tunnelling_factor(m_D, T) for T in temperatures]
kappa_ratio = [a / b for a, b in zip(kappa_H, kappa_D)]
assert kappa_ratio[0] > kappa_ratio[1] > 1

# Masking: isotope-independent transport, then proton transfer
def mean_time(k_transport, k_transfer):
    rates = np.array([[k_transport, 0], [-k_transport, k_transfer]])
    return np.sum(np.linalg.solve(rates, [1.0, 0.0]))


load = 1.0                            # k_H / k_transport
S_masked = []
for S in S_fixed:
    observed = mean_time(1.0, load / S) / mean_time(1.0, load)
    assert abs(observed - (S + load) / (1 + load)) < 1e-10
    S_masked.append(observed)


def pair(label, values, digits=2):
    print(f"{label}: {values[0]:.{digits}f}, {values[1]:.{digits}f}")


print("Pairs are for 298 K, 383 K; ratios have no unit")
pair("temperatures (K)", temperatures, 0)
print(f"O-H stretch: {nu_H:.0f} cm^-1")
print(f"mass of H: {m_H / const.atomic_mass:.5f} u")
print(f"mass of D: {m_D / const.atomic_mass:.5f} u")
print(f"mass of O: {m_O / const.atomic_mass:.3f} u")
print(f"r, oxygen fixed: {r_fixed:.4f}")
print(f"sqrt(r), oxygen fixed: {np.sqrt(r_fixed):.4f}")
print(f"O-D stretch, oxygen fixed: {nu_D:.1f} cm^-1")
print(f"zero-point difference: {delta / wavenumber:.1f} cm^-1")
print(f"zero-point difference: {delta / meV:.2f} meV")
print(f"activation difference from slope: {slope / meV:.2f} meV")
pair("k_B T (cm^-1)", [kB * T / wavenumber for T in temperatures])
pair("exponent, oxygen fixed", np.log(S_fixed), 4)
pair("H/D ratio, formula, oxygen fixed", S_fixed, 3)
pair("H/D ratio, Boltzmann sums", S_full, 3)
print(f"383 K ratio scaled from 298 K: {S_scaled:.3f}")
print(f"r, oxygen free: {r_free:.4f}")
print(f"O-D stretch, oxygen free: {nu_H / np.sqrt(r_free):.1f} cm^-1")
pair("H/D ratio, oxygen free", S_free)
print(f"C-O spring: {k_CO:.0f} N/m")
pair("H/D ratio, oxygen on C-O spring", S_bond)
print(f"Morse anharmonicity: {anharmonicity:.0f} cm^-1")
print(f"Morse harmonic wavenumber: {nu_e:.0f} cm^-1")
print(f"Morse depth: {depth / const.e:.2f} eV")
pair("H/D ratio, Morse, oxygen fixed", S_morse)
print(f"added transition-state mode: {nu_ts:.0f} cm^-1")
pair("factor from that mode", ts_factor, 3)
pair("H/D ratio with that mode",
     [s * f for s, f in zip(S_fixed, ts_factor)])
print(f"Eckart barrier height: {V0 / const.e:.2f} eV")
print(f"Eckart barrier wavenumber, H: {nu_barrier:.0f}i cm^-1")
print(f"Eckart width parameter: {width * 1e9:.4f} nm")
pair("tunnelling factor, H", kappa_H)
pair("tunnelling factor, D", kappa_D)
pair("tunnelling factor, H over D", kappa_ratio)
pair("H/D ratio with tunnelling",
     [s * f for s, f in zip(S_fixed, kappa_ratio)])
print(f"k_H / k_transport: {load:.1f}")
pair("H/D ratio masked by transport", S_masked)
print("checks complete")
```

Running it gives:

```
Pairs are for 298 K, 383 K; ratios have no unit
temperatures (K): 298, 383
O-H stretch: 3400 cm^-1
mass of H: 1.00783 u
mass of D: 2.01410 u
mass of O: 15.995 u
r, oxygen fixed: 1.9985
sqrt(r), oxygen fixed: 1.4137
O-D stretch, oxygen fixed: 2405.1 cm^-1
zero-point difference: 497.5 cm^-1
zero-point difference: 61.68 meV
activation difference from slope: 61.66 meV
k_B T (cm^-1): 207.12, 266.20
exponent, oxygen fixed: 2.4018, 1.8687
H/D ratio, formula, oxygen fixed: 11.043, 6.480
H/D ratio, Boltzmann sums: 11.043, 6.481
383 K ratio scaled from 298 K: 6.480
r, oxygen free: 1.8868
O-D stretch, oxygen free: 2475.2 cm^-1
H/D ratio, oxygen free: 9.32, 5.68
C-O spring: 600 N/m
H/D ratio, oxygen on C-O spring: 9.64, 5.83
Morse anharmonicity: 85 cm^-1
Morse harmonic wavenumber: 3570 cm^-1
Morse depth: 4.65 eV
H/D ratio, Morse, oxygen fixed: 11.83, 6.84
added transition-state mode: 1000 cm^-1
factor from that mode: 0.481, 0.550
H/D ratio with that mode: 5.31, 3.56
Eckart barrier height: 0.50 eV
Eckart barrier wavenumber, H: 1000i cm^-1
Eckart width parameter: 0.0519 nm
tunnelling factor, H: 3.11, 1.93
tunnelling factor, D: 1.71, 1.38
tunnelling factor, H over D: 1.82, 1.40
H/D ratio with tunnelling: 20.05, 9.06
k_H / k_transport: 1.0
H/D ratio masked by transport: 6.02, 3.74
checks complete
```
